# Conductivity of thin metal films with fully diffuse surfaces, part 2

A metal film fills \(0<z<d\), with the field along \(x\). Its surfaces scatter electrons completely diffusely. We want its conductivity \(\sigma\) along the film relative to the bulk value \(\sigma_0\). The model assumes a spherical Fermi surface of radius \(k_F\), a constant relaxation time \(\tau\), linear response and classical motion between the surfaces. In the algebra \(\hbar\), the electron mass and the elementary charge equal one.

The bulk mean free path is \(L=k_F\tau\), the electron density is \(n=k_F^3/(3\pi^2)\), and \(\kappa=d/L\). For the unit vector along the velocity, \(n_x\) is the \(x\) component and \(u\) the absolute value of the \(z\) component. The bulk conductivity is

\[
\sigma_0=\frac{2\tau}{(2\pi)^3}\,\frac{k_F^2\,k_F^2}{k_F}\,\frac{4\pi}{3}
=\frac{k_F^3}{3\pi^2}\tau=n\tau=\frac{k_F^2L}{3\pi^2}.
\tag{6}
\]

The response of an electron to the field, relative to the bulk, is \(h\). It obeys

\[
v_z\tau\frac{dh}{dz}+h=1 ,
\tag{3}
\]

with \(h=0\) on leaving a diffuse surface. Its average over the thickness is

\[
g(y)=1-\frac{1-e^{-y}}{y},
\tag{4}
\]

where \(y=\kappa/u\) is the length of a full crossing in units of \(L\). For short crossings \(g\approx y/2\). Summing over directions gives

\[
\frac{\sigma}{\sigma_0}=\frac{3}{4\pi}\,2\pi\int_0^1(1-u^2)\,g(\kappa/u)\,du
=\frac32\int_0^1(1-u^2)\,g(\kappa/u)\,du .
\tag{7}
\]

With \(E_m(\kappa)=\int_1^\infty e^{-\kappa t}\,t^{-m}\,dt\), the closed form, called the full ratio, is

\[
\frac{\sigma}{\sigma_0}=1-\frac{3}{8\kappa}+\frac{3}{2\kappa}\left[E_3(\kappa)-E_5(\kappa)\right].
\tag{8}
\]

For small \(\kappa\) it becomes

\[
\frac{\sigma}{\sigma_0}=\frac{3\kappa}{4}\left[\ln\frac1\kappa+1-\gamma\right]+\frac{\kappa^2}{2}-\frac{\kappa^3}{16}\left[\ln\frac1\kappa+\frac{31}{12}-\gamma\right]+O(\kappa^4).
\tag{1}
\]

Here \(1-\gamma=0.4228\), and Euler's constant \(\gamma\) is the limit of \(H_N-\ln N\), with \(H_N=1+\tfrac12+\dots+\tfrac1N\). The leading term alone is the bare logarithm,

\[
\frac{\sigma}{\sigma_0}\to\frac{3d}{4L}\ln\frac Ld .
\tag{2}
\]

It comes within 5% of the full ratio only when \(L/d\) reaches about 3090.

### Which electrons carry the logarithm

For directions with \(\kappa\ll u\ll1\), the integrand of (7) is \(\tfrac32\,\kappa/(2u)\). The contribution between \(u\) and \(10u\) is then

\[
\frac{3\kappa}{4}\int_u^{10u}\frac{du'}{u'}=\frac{3\kappa}{4}\ln10 ,
\]

the same for every decade in that range. The number of such decades grows as the film becomes thinner relative to \(L\), and this is the logarithm.

Grazing electrons, with \(u<\kappa\), travel more than one mean free path per crossing. With \(u=\kappa x\), and with \(u^2\) neglected beside one, their part is

\[
\frac{3\kappa}{2}\int_0^1\left[1-x\left(1-e^{-1/x}\right)\right]dx=0.9145\,\kappa ,
\]

where the number comes from quadrature. It has no logarithm, so it affects the constant beside the logarithm. At moderate \(\kappa\) it is nevertheless large: at \(\kappa=0.1\), directions with \(u<0.1\) carry 44% of the film current. These directions fill a tenth of the solid angle.

### The limit of a perfect crystal

Multiplying the leading terms of (1) by \(\sigma_0\) gives the film conductivity itself:

\[
\sigma\approx\frac{k_F^2d}{4\pi^2}\left[\ln\frac Ld+1-\gamma\right].
\tag{11}
\]

The factor \(L\) in \(\sigma_0\) has cancelled, and \(L\) survives inside the logarithm. If bulk scattering is removed at fixed \(d\), then \(L\to\infty\) and (11) grows without bound, although every electron still meets diffuse surfaces. The growth comes from electrons moving ever closer to parallel with the film. Classical mechanics permits arbitrarily small \(u\); a quantum film does not.

### Subbands remove the grazing electrons

Between hard walls the wavefunctions vary as \(\sin(k_\nu z)\), with \(k_\nu=\nu\pi/d\) and \(\nu=1,2,\dots\) The smallest direction cosine is

\[
u_1=\frac{k_1}{k_F}=\frac{\pi}{k_Fd}.
\]

The grazing range \(u<d/L\) contains no state when \(u_1>d/L\), that is, when

\[
d<d_q=\sqrt{\frac{\pi L}{k_F}} .
\tag{12}
\]

The classical law therefore needs \(d_q\ll d\ll L\). The room between the two ends is \(L/d_q=\sqrt{k_FL/\pi}\), which is wide for clean metals at low temperature and narrow when \(L\) is a few tens of nanometres.

A simple extension keeps the classical wall factor \(g\) but sums over subbands. Let \(q\) be the Fermi wavevector in the film. Subband \(\nu\) is filled to the in-plane radius \(q_\nu\), with \(q_\nu^2=q^2-k_\nu^2\). Two spins and the area \(\pi q_\nu^2\) give the sheet density

\[
\frac{2\,\pi q_\nu^2}{(2\pi)^2}=\frac{q_\nu^2}{2\pi}.
\]

I hold the density fixed, which determines \(q\) through \(\sum_\nu q_\nu^2/(2\pi)=nd\), and I also hold \(\tau\) fixed. Each subband contributes its sheet density times \(\tau\), reduced by \(g(y_\nu)\), where \(y_\nu=d/(k_\nu\tau)\) is the crossing time divided by \(\tau\). Dividing by the bulk value \(n\tau d\),

\[
\frac{\sigma}{\sigma_0}=\frac{\sum_\nu q_\nu^2\,g(y_\nu)}{\sum_\nu q_\nu^2}.
\tag{13}
\]

For closely spaced subbands the sums become integrals over \(u=k_\nu/k_F\) with weight \(1-u^2\), and (7) returns.

In the opposite limit, \(\tau\to\infty\) at fixed \(d\), every \(y_\nu\) is small and \(g(y_\nu)\approx d^2/(2\pi\nu\tau)\). Multiplying (13) by \(\sigma_0=n\tau\) cancels \(\tau\):

\[
\sigma\to\frac{nd^2}{2\pi}\,\frac{\sum_\nu q_\nu^2/\nu}{\sum_\nu q_\nu^2}.
\]

The conductivity saturates. For many occupied subbands put \(N=k_Fd/\pi\), so that \(q_\nu^2\approx k_F^2(1-\nu^2/N^2)\). Up to terms that vanish relative to those kept,

\[
\sum_\nu\frac1\nu\left(1-\frac{\nu^2}{N^2}\right)\approx\ln N+\gamma-\frac12,\qquad
\sum_\nu\left(1-\frac{\nu^2}{N^2}\right)\approx\frac{2N}{3}.
\]

The first uses \(H_N\approx\ln N+\gamma\). Inserting both, with \(n=k_F^3/(3\pi^2)\),

\[
\sigma\to\frac{k_F^2d}{4\pi^2}\left[\ln\frac{k_Fd}{\pi}+\gamma-\frac12\right].
\tag{14}
\]

The prefactor is that of (11), while \(L/d\) in the logarithm has been replaced by \(k_Fd/\pi\). The two logarithms are equal at \(d=d_q\), which confirms (12) as the crossover to logarithmic accuracy. The value (14) assumes walls that are completely diffuse even for the lowest subband. Smoother walls reflect the lowest subbands partly as a mirror does, and the conductivity then saturates at a higher value. For a 4 nm film with \(k_F=13.55\ \mathrm{nm^{-1}}\) and a root-mean-square roughness of 0.3 nm, the angle-dependent reflection described under "Partly specular surfaces" raises it to about four times (14).

As an illustration, take \(d=4\) nm and \(k_F=13.55\ \mathrm{nm^{-1}}\), and raise \(L\) from \(10^6\) to \(10^7\) nm. The classical conductivity rises by a factor 1.18; the subband sum changes by less than one part in \(10^4\).

The condition also limits the bare logarithm. To have \(L/d=3090\) with \(d\) no smaller than \(d_q\), one needs \(L\ge(L/d)^2\pi/k_F\), which for this \(k_F\) is 2.2 mm.

### Worked example

Consider a 4 nm metal film at 300 K with a Fermi energy of 7 eV, the free-electron mass and \(L=40\) nm. These are rough round values in the regime of copper. The Fermi energy gives \(k_F=13.55\ \mathrm{nm^{-1}}\). Outside atomic units the inverse of (6) carries a factor \(\hbar/e^2=4108\ \Omega\):

\[
\rho_0=\frac{3\pi^2}{k_F^2L}\,\frac{\hbar}{e^2}
=\frac{29.61\times4108\ \Omega}{(13.55\ \mathrm{nm^{-1}})^2\times40\ \mathrm{nm}}
=1.66\ \mu\Omega\,\mathrm{cm}.
\]

Here \(\kappa=4/40=0.1\) and \(\ln(1/\kappa)=2.3026\). The terms of (1) are

\[
0.075\times(2.3026+0.4228)=0.2044,\qquad \frac{\kappa^2}{2}=0.0050,
\]

and a third term of \(-0.0003\). They add to 0.2091, which is also the full ratio to four digits. The film resistivity is

\[
\rho=\frac{1.655}{0.2091}=7.91\ \mu\Omega\,\mathrm{cm}.
\]

The bare logarithm gives a ratio of \(0.075\times2.3026=0.1727\) and a resistivity of \(9.58\ \mu\Omega\,\mathrm{cm}\), which is 21% above the full theory. The logarithm with its constant gives \(8.10\ \mu\Omega\,\mathrm{cm}\), 2% above.

### What the model leaves out

Each effect below is added alone to the classical film of \(7.91\ \mu\Omega\,\mathrm{cm}\), and percentages are relative to that value.

**Subbands.** Equation (12) gives \(d_q=3.0\) nm, so the film is barely thicker than the limit of the classical theory. Seventeen subbands are occupied and \(u_1=0.058\), so one subband lies in the range \(u<0.1\) that carried 44% of the classical current. The sum (13) gives \(9.39\ \mu\Omega\,\mathrm{cm}\), an increase of 19%. The sum treats the levels as sharp. Here \(\hbar/\tau=0.026\) eV, against 0.024 eV for the lowest level and 0.071 eV for the gap above it, so the levels are only partly resolved and the number is an estimate. It also depends on where the hard walls are placed. At the nominal surfaces, with the density held fixed, they raise the Fermi wavevector by 1.5%. Moving each wall outward by \(3\pi/(8k_F)=0.087\) nm brings it back to within 0.1% of the bulk value. The increase is then 13% if a crossing runs between the moved walls, and 17% if its length stays at 4 nm. For walls at the nominal surfaces the size of the change can be estimated. A sum starting at \(\nu=1\) lacks the half step next to \(u=0\), where the integrand of (7) is \(3/2\). The missing amount is \(\tfrac34u_1=0.043\), in the numerator of (13) and in the normalized denominator alike. The ratio becomes \((0.209-0.043)/(1-0.043)=0.173\), against \(1.655/9.39=0.176\) from the sum.

**Grain boundaries.** In the Mayadas-Shatzkes model, boundaries across the current raise the scattering rate by a factor \(1+\alpha/|n_x|\), with \(\alpha=(L/D)\,R/(1-R)\) for grain size \(D\) and reflection probability \(R\). Let \(H=1/(1+\alpha/|n_x|)\). Replacing \(\tau\) by \(\tau H\) in the derivation of (7) gives

\[
\frac{\sigma}{\sigma_0}=\frac{3}{4\pi}\int n_x^2\,H\,g\!\left(\frac{\kappa}{uH}\right)d\Omega .
\]

With the assumed values \(D=d\) and \(R=0.2\), \(\alpha=10\times0.25=2.5\). Quadrature over angles gives \(14.4\ \mu\Omega\,\mathrm{cm}\), an increase of 82%.

**Partly specular surfaces.** If a fraction \(p\) of electrons is reflected like light from a mirror, an electron leaves a surface with \(h=p\,h_{\rm in}\), where \(h_{\rm in}\) is its value on arrival. By symmetry \(h_{\rm in}\) is the value at the end of a crossing. With \(h=1-Ae^{-z/(uL)}\), the condition \(1-A=p(1-Ae^{-y})\) gives \(A=(1-p)/(1-pe^{-y})\), and this factor multiplies the loss \((1-e^{-y})/y\) in \(g\). For \(p=0.2\), quadrature gives \(6.34\ \mu\Omega\,\mathrm{cm}\), a decrease of 20%. Here \(p\) is the same at every angle. On a surface with random height variations, grazing electrons are reflected more nearly as by a mirror. Soffer's model describes this by \(p=e^{-(2k_Fbu)^2}\), with \(b\) the root-mean-square height. It gives \(6.20\ \mu\Omega\,\mathrm{cm}\) for \(b=0.3\) nm and \(7.58\ \mu\Omega\,\mathrm{cm}\) for \(b=1\) nm, decreases of 22% and 4%. Completely diffuse scattering is thus the limit of a very rough surface.

**Non-conducting thickness.** Suppose that 0.5 nm of the nominal 4 nm does not conduct, for instance because it has oxidized. The sheet conductance \(G=\sigma d\) then changes through both factors. From (11),

\[
\frac{d\ln G}{d\ln d}=2-\frac{1}{\ln(L/d)+1-\gamma}=2-\frac1{2.725}=1.63,
\]

compared with 1 for a thick film. This is the classical exponent to leading order; the full ratio (8) gives 1.66 at 4 nm. The subband sum (13), at fixed \(n\) and \(\tau\), gives a larger one, between 1.8 and 2.1 for thicknesses from 3.5 to 4.5 nm. The full ratio at 3.5 nm gives an apparent resistivity, referred to the nominal thickness, of \(9.89\ \mu\Omega\,\mathrm{cm}\), an increase of 25%. When a film in this regime is grown or etched in small steps, its sheet conductance responds more strongly than its thickness, provided that \(L\), the surfaces and the grains stay the same.

**Temperature of use.** With \(L\propto1/T\), heating to 400 K shortens \(L\) to 30 nm and raises the bulk resistivity by a third. The film rises to \(8.76\ \mu\Omega\,\mathrm{cm}\), or 11%, because \(L\) enters (11) through the logarithm. The proportionality is approximate. For copper the Bloch-Grüneisen law, with a Debye temperature of 343 K, gives a rise of 38% in the bulk and 12% in the film.

**Anisotropic mass.** Let the mass along the normal be \(r\) times the in-plane mass. Rescaling \(k_z\) by \(\sqrt r\) makes the Fermi surface a sphere again and divides \(v_z\) by \(\sqrt r\). Crossings take longer, and \(\kappa\) becomes \(\kappa\sqrt r\). For \(r=1.2\), with the in-plane mean free path and the bulk in-plane resistivity both held fixed, the result is \(7.45\ \mu\Omega\,\mathrm{cm}\), a decrease of 6%. If the density and \(\tau\) are held fixed instead, the in-plane Fermi wavevector, and with it \(L\), changes by the factor \(r^{-1/6}\). The result is then \(7.31\ \mu\Omega\,\mathrm{cm}\), a decrease of 8%.

**Temperature and field in the response.** The thermal energy, 0.026 eV, is 0.4% of the Fermi energy, so the sharp Fermi surface is a good approximation. At a current density of \(1\ \mathrm{MA/cm^2}\) an electron moving against the field gains \(j\rho L=3.2\times10^{-5}\) eV per mean free path, far below the thermal energy. Linear response is safe.

### Beside a real film

The bulk resistivity of the example is close to that of copper at room temperature, roughly \(1.7\ \mu\Omega\,\mathrm{cm}\), as the choice of parameters would suggest. The film value should not be read as a prediction for a deposited copper film. A deposited film can be polycrystalline, with rough surfaces and gaps. Of the effects sized here, grain boundaries move the number most, by about 80% for the assumed grain size and reflection. Gaps were not sized, nor was roughness beyond its effect on reflection at the surfaces. The estimates also cannot simply be added, since grain scattering shortens the path on which the surface and subband terms depend. For metals with a mean free path of several nanometres, a 4 nm film does not satisfy \(d\ll L\). The bare logarithm and (11) then fail, and (8) should be used; the terms written out in (1) stay within about 1% of it up to \(d=L\).

Numbers in the example were calculated in double precision.
